\section*{Why Two Equivalent Electrons Have Only Terms with L+S Even}

\section{What goes wrong without the rule}

Put two electrons in the same $p$ subshell and ask which terms they form. The orbital angular momenta $l=1$ and $l=1$ couple to $L=0,1,2$, and the two spins couple to $S=0,1$. Combining every $L$ with every $S$ gives six terms,
\begin{equation}
{}^1S,\ {}^3S,\ {}^1P,\ {}^3P,\ {}^1D,\ {}^3D ,
\end{equation}
where the letters $S,P,D,F,G,H,I$ stand for $L=0,1,\dots,6$ and the superscript is $2S+1$. A term contains $(2L+1)(2S+1)$ states, so this list contains $1+3+3+9+5+15=36$ states. A $p$ subshell, however, has six spin-orbitals, and the Pauli principle allows $6\cdot5/2=15$ ways to occupy two of them. The list promises 21 states that do not exist.

One culprit is easy to find. The ${}^3D$ term would contain a state with $M_L=2$ and $M_S=1$, which needs both electrons in the spin-orbital with $m=1$ and spin up. The terms ${}^3S$ and ${}^1P$ are less transparent. A ${}^1P$ term would need a state with $M_L=1$, $M_S=0$, and there are two allowed occupations with these projections. Looking at single occupations does not settle the matter.

The statement that settles it is this. Two electrons in one subshell $nl$ form terms with $0\le L\le 2l$ and $S=0$ or $1$; those with
\begin{equation}
L+S\ \text{even}
\label{rule}
\end{equation}
occur once each, and those with $L+S$ odd do not occur. Two derivations follow, one from the exchange symmetry of the Clebsch--Gordan coefficients and one from counting occupations.

Electrons with the same $n$ and $l$ are called equivalent. The setting is a single configuration in a central mean field: each electron has an orbital $R_{nl}(r)Y_{lm}(\theta,\varphi)$, with the same radial function $R_{nl}$ for all $m$ and both spins. Angular momenta are in units of $\hbar$. The rule says which terms exist and nothing about their energies.

\section{First derivation: exchange symmetry of the coupling}

\subsection{The top state of each multiplet}

The orbital and the spin coupling are both cases of coupling two equal angular momenta $j$, with $j=l$ or $j=\tfrac12$. Let $|m_1,m_2\rangle$ be the product state in which particle 1 has projection $m_1$ and particle 2 has $m_2$. The Clebsch--Gordan coefficients are the expansion coefficients of the normalized coupled states,
\begin{equation}
|J M\rangle=\sum_{m_1+m_2=M}\langle j m_1\, j m_2|J M\rangle\,|m_1,m_2\rangle .
\label{cgdef}
\end{equation}
Since $m_1$ and $m_2$ are both integers or both half-integers, $M$ and $J$ are integers.

The raising operator of one particle acts as
\begin{equation}
j_+|m\rangle=a(m)|m+1\rangle,\qquad a(m)=\sqrt{(j-m)(j+m+1)} ,
\end{equation}
and the total raising operator $J_+$ is the sum of the two one-particle operators. The state with $M=J$ cannot be raised. Write it as
\begin{equation}
|J J\rangle=\sum_{m=J-j}^{j}c_m\,|m,J-m\rangle ,
\end{equation}
where the limits ensure that both $m$ and $J-m$ lie between $-j$ and $j$. Then
\begin{equation}
0=J_+|JJ\rangle=\sum_m c_m\Big[a(m)|m+1,J-m\rangle+a(J-m)|m,J-m+1\rangle\Big].
\end{equation}
The first part vanishes for $m=j$ and the second for $m=J-j$, because $a(j)=0$. In the second part rename $m$ as $m+1$. Both parts then contain the same product states, with $m$ running from $J-j$ to $j-1$:
\begin{equation}
0=\sum_{m=J-j}^{j-1}\Big[c_m a(m)+c_{m+1}a(J-m-1)\Big]|m+1,J-m\rangle .
\end{equation}
The product states are linearly independent, so each bracket is zero:
\begin{equation}
c_m=-\frac{a(J-m-1)}{a(m)}\,c_{m+1}.
\label{rec}
\end{equation}
In this range both square roots are positive. For $a(m)$ the factors satisfy $j-m\ge1$ and $j+m+1\ge J+1$. For $a(J-m-1)=\sqrt{(j-J+m+1)(j+J-m)}$ they satisfy $j-J+m+1\ge1$ and $j+J-m\ge J+1$.

Two conclusions follow. First, $c_j$ fixes all other coefficients, so for each $J=0,1,\dots,2j$ there is one top state up to a factor, and each $J$ occurs once. Second, neighbouring coefficients have opposite signs.

The $L=2$ top state of two $d$ electrons shows the alternation. Here $j=2$, $a(1)=\sqrt{1\cdot4}=2$ and $a(0)=\sqrt{2\cdot3}=\sqrt6$. Equation (\ref{rec}) with $m=1$ and then $m=0$ gives
\begin{equation}
c_1=-\frac{a(0)}{a(1)}c_2=-\frac{\sqrt6}{2}c_2,\qquad
c_0=-\frac{a(1)}{a(0)}c_1=-\frac{2}{\sqrt6}c_1=c_2 .
\end{equation}
Normalization requires $c_2^2(1+\tfrac64+1)=\tfrac72c_2^2=1$. With $c_2>0$, the coefficients for $m_1=2,1,0$ are $\sqrt{2/7}=0.5345$, $-\sqrt{3/7}=-0.6547$ and $0.5345$.

\subsection{The sign under exchange}

Let $P$ exchange the two particles: $P|m_1,m_2\rangle=|m_2,m_1\rangle$. The operators $J_\pm$ and $J_z$ are sums in which both particles enter alike, so they commute with $P$. Hence $P|JJ\rangle$ also has projection $J$ and is also annihilated by $J_+$. Such a state is unique up to a factor, so
\begin{equation}
P|JJ\rangle=\eta\,|JJ\rangle .
\end{equation}
Exchanging twice restores the original state, so $\eta^2=1$ and $\eta=\pm1$.

To find the sign, apply $P$ to the expansion and rename $m$ as $J-m$:
\begin{equation}
P|JJ\rangle=\sum_m c_m|J-m,m\rangle=\sum_m c_{J-m}|m,J-m\rangle .
\end{equation}
Comparison with $\eta\sum_m c_m|m,J-m\rangle$ gives $c_{J-m}=\eta c_m$. For $m=j$ this relates the two ends of the chain, $c_{J-j}=\eta c_j$. The ends are $j-(J-j)=2j-J$ steps apart, and each step changes the sign. Therefore
\begin{equation}
\eta=(-1)^{2j-J}.
\end{equation}
The other states of the multiplet follow from $|JJ\rangle$ by repeated use of $J_-$, which commutes with $P$, so they have the same $\eta$. By (\ref{cgdef}), the coefficient of $|m_1,m_2\rangle$ in $P|JM\rangle$ is $\langle j m_2\,j m_1|JM\rangle$. Thus
\begin{equation}
\langle j m_2\,j m_1|J M\rangle=(-1)^{2j-J}\langle j m_1\,j m_2|J M\rangle .
\label{sym}
\end{equation}
An overall phase of $|JM\rangle$ multiplies both sides equally, so the relation does not depend on the phase convention. The numerical values quoted here use the Condon--Shortley convention.

For two spins, $j=\tfrac12$ and the sign is $(-1)^{1-S}$: the triplet is symmetric and the singlet antisymmetric. For two orbital momenta, $2l$ is even and the sign is $(-1)^{2l-L}=(-1)^L$.

\subsection{The Pauli principle}

A coupled state of the two electrons is
\begin{equation}
\Psi=R_{nl}(r_1)R_{nl}(r_2)\,|L M_L\rangle\,|S M_S\rangle .
\label{psi}
\end{equation}
The radial factor does not change when the electrons are exchanged. This is where equivalence enters. The other two factors contribute the signs just found, so exchange of all coordinates gives
\begin{equation}
P\Psi=(-1)^L(-1)^{1-S}\,\Psi=(-1)^{L+S+1}\,\Psi ,
\label{total}
\end{equation}
where $(-1)^{-S}=(-1)^{S}$ because $S$ is an integer. Electrons require $P\Psi=-\Psi$, so $L+S+1$ must be odd and $L+S$ even.

This shows that a coupled state with $L+S$ odd is forbidden. It remains to show that every term with $L+S$ even occurs, and occurs once. The operator
\begin{equation}
A=\tfrac12(1-P)
\end{equation}
projects any two-electron state onto its antisymmetric part. By (\ref{total}), $A\Psi=\Psi$ for $L+S$ even and $A\Psi=0$ for $L+S$ odd. The coupled states form an orthonormal basis of all $(4l+2)^2$ product states, and $A$ is diagonal in this basis. The states with $L+S$ even therefore span the whole antisymmetric space. Each pair $(L,S)$ appears once in the basis, so each allowed term occurs once. The allowed states are already normalized and need no further factor.

\subsection{The case of $p^2$ in numbers}

For two $p$ electrons, the orbital states with $M_L=0$ have these coefficients:
\begin{center}
\begin{tabular}{crrrc}
$L$ & $|1,-1\rangle$ & $|0,0\rangle$ & $|{-1},1\rangle$ & exchange sign\\
0 & $0.5774$ & $-0.5774$ & $0.5774$ & $+1$\\
1 & $0.7071$ & $0$ & $-0.7071$ & $-1$\\
2 & $0.4082$ & $0.8165$ & $0.4082$ & $+1$
\end{tabular}
\end{center}
Exchange reverses the order of the three coefficients in a row. The rows $L=0$ and $L=2$ stay as they are, and the row $L=1$ changes sign. The spin states with $M_S=0$ have coefficients $(0.7071,-0.7071)$ for $S=0$ and $(0.7071,0.7071)$ for $S=1$, in the order (up, down), (down, up).

The puzzling ${}^1P$ can now be judged. Its orbital factor changes sign and its spin factor changes sign, so the product is symmetric and $A$ removes it. For ${}^3S$ neither factor changes sign, with the same outcome. The squared norm left after antisymmetrization is 1 for ${}^1S$, ${}^3P$ and ${}^1D$, and 0 for ${}^3S$, ${}^1P$ and ${}^3D$.

The rule also has a spatial meaning. In a triplet of two equivalent electrons the angular function $F(\Omega_1,\Omega_2)$ is antisymmetric, so $F(\Omega,\Omega)=-F(\Omega,\Omega)=0$. Within this single-configuration model, two such electrons are never found in the same direction from the nucleus, even at different radii. Exchange symmetry imposes no such zero on a singlet.

\section{Second derivation: counting occupations}

The second route uses no coupling coefficients. An antisymmetric state of two electrons is a combination of Slater determinants, and each determinant is fixed by the two different spin-orbitals that are occupied. The operators $\mathbf L$ and $\mathbf S$ treat the electrons alike, so they turn antisymmetric states into antisymmetric states. The space of determinants therefore consists of complete terms, and a term $(L,S)$ supplies one state for each pair of projections with $|M_L|\le L$ and $|M_S|\le S$.

Let $k(L,S)$ be the unknown number of terms of each kind, and let $N(M,M_S)$ be the number of determinants with $M_L=M$. Since $S$ is 0 or 1,
\begin{align}
N(M,1)&=\sum_{L\ge M}k(L,1),\label{n1}\\
N(M,0)&=\sum_{L\ge M}\big[k(L,0)+k(L,1)\big],\label{n0}
\end{align}
for $M\ge0$. Subtracting neighbouring values of $M$ isolates one $L$:
\begin{align}
k(L,1)&=N(L,1)-N(L+1,1),\label{k1}\\
k(L,0)&=D(L)-D(L+1),\qquad D(M)=N(M,0)-N(M,1).\label{k0}
\end{align}

\subsection{The two counts}

For $M_S=0$ one electron has spin up and the other spin down. The spin-up electron may have any $m$ for which $M-m$ is also allowed, that is, $m=M-l,\dots,l$. The spins distinguish the two orbitals, so each $m$ gives a different determinant, and
\begin{equation}
N(M,0)=2l+1-M ,\qquad 0\le M\le 2l+1 .
\end{equation}

For $M_S=1$ both spins are up. The same $2l+1-M$ ordered pairs $(m,M-m)$ exist, with two changes. A pair with $m=M-m$ is forbidden, since it would occupy one spin-orbital twice. The pairs $(m,M-m)$ and $(M-m,m)$ describe the same determinant. An equal pair exists when $M$ is even and $M\le2l$, with $m=M/2$. Hence
\begin{equation}
N(M,1)=
\begin{cases}
\tfrac12(2l-M), & M\ \text{even},\\[2pt]
\tfrac12(2l+1-M), & M\ \text{odd}.
\end{cases}
\end{equation}
The difference of the two counts is
\begin{equation}
D(M)=
\begin{cases}
\tfrac12(2l+2-M), & M\ \text{even},\\[2pt]
\tfrac12(2l+1-M), & M\ \text{odd}.
\end{cases}
\end{equation}
At $M=2l+1$, which is odd, all these expressions give zero, as they must. They can therefore be used up to $L=2l$ in (\ref{k1}) and (\ref{k0}).

\subsection{The terms}

For even $L$, the neighbour $L+1$ is odd, and
\begin{align}
k(L,1)&=\tfrac12(2l-L)-\tfrac12(2l+1-L-1)=0,\\
k(L,0)&=\tfrac12(2l+2-L)-\tfrac12(2l+1-L-1)=1 .
\end{align}
For odd $L$, the neighbour is even, and
\begin{align}
k(L,1)&=\tfrac12(2l+1-L)-\tfrac12(2l-L-1)=1,\\
k(L,0)&=\tfrac12(2l+1-L)-\tfrac12(2l+2-L-1)=0 .
\end{align}
Even $L$ occurs once as a singlet and odd $L$ once as a triplet. This is the rule (\ref{rule}) again.

For $p^2$ the counts can be read directly:
\begin{center}
\begin{tabular}{cccc}
 & $M_L=2$ & $M_L=1$ & $M_L=0$\\
$M_S=1$ & 0 & 1 & 1\\
$M_S=0$ & 1 & 2 & 3
\end{tabular}
\end{center}
The upper row first becomes nonzero at $M_L=1$ and then stays at 1, so there is one triplet, ${}^3P$. Subtracting the upper row from the lower leaves $1,1,2$. The first entry belongs to a ${}^1D$, which also accounts for the second entry and for one of the two states at $M_L=0$. The remaining state is a ${}^1S$. The two determinants with $M_L=1$, $M_S=0$ are used up by ${}^3P$ and ${}^1D$, and nothing is left for a ${}^1P$.

\section{The terms of $p^2$, $d^2$ and $f^2$}

Letting $L$ run from 0 to $2l$, with singlets for even and triplets for odd $L$, gives
\begin{align}
p^2:&\quad {}^1S,\ {}^3P,\ {}^1D,\\
d^2:&\quad {}^1S,\ {}^3P,\ {}^1D,\ {}^3F,\ {}^1G,\\
f^2:&\quad {}^1S,\ {}^3P,\ {}^1D,\ {}^3F,\ {}^1G,\ {}^3H,\ {}^1I .
\end{align}
The smallest case, $s^2$, has ${}^1S$ alone: two electrons in one $s$ orbital must have opposite spins.

The numbers of states provide a check for every $l$. Even values $L=2k$ with $k=0,\dots,l$ and odd values $L=2k+1$ with $k=0,\dots,l-1$ contribute
\begin{align}
\sum_{k=0}^{l}(4k+1)&=2l(l+1)+(l+1)=(l+1)(2l+1),\\
\sum_{k=0}^{l-1}(4k+3)&=2l(l-1)+3l=l(2l+1)
\end{align}
orbital states. Singlets carry one spin state and triplets three, so the total is
\begin{equation}
(2l+1)\big[(l+1)+3l\big]=(2l+1)(4l+1)=\frac{(4l+2)(4l+1)}{2},
\end{equation}
the number of ways to choose two of $4l+2$ spin-orbitals. In numbers, $6+3\cdot3=15$ for $p^2$, $15+3\cdot10=45$ for $d^2$ and $28+3\cdot21=91$ for $f^2$. The numerical check diagonalizes $\mathbf L^2$ and $\mathbf S^2$ among the determinants for $l=0$ to $4$ and finds the terms required by the rule.

\section{What each derivation assumes}

Both derivations need antisymmetry under exchange and a single subshell with a common radial function. They use these assumptions differently, and this decides how far each can be carried.

The first derivation uses equivalence through the symmetric radial factor in (\ref{psi}). For $np\,n'p$ with $n\ne n'$ and orthogonal radial functions $R$ and $R'$, there are two radial factors,
\begin{equation}
\frac{1}{\sqrt2}\big[R(r_1)R'(r_2)\pm R'(r_1)R(r_2)\big],
\end{equation}
one symmetric and one antisymmetric. Whatever the sign in (\ref{total}), one of them makes the total state antisymmetric. All six terms then occur, and the 36 states of the opening list are the correct number. In the second derivation both counts change. For $M_S=1$ the two corrections are lost: electrons in different shells may have equal $m$ and equal spin, and interchanging their $m$ values gives a new determinant, so $N(M,1)=2l+1-M$. For $M_S=0$ the up spin may sit in either shell, so $N(M,0)=2(2l+1-M)$. Then $D(M)=2l+1-M$, and (\ref{k1}) and (\ref{k0}) give $k(L,1)=k(L,0)=1$ for every $L$ from $0$ to $2l$. For $np\,n'p$ the counts at $M_L=2,1,0$ are $1,2,3$ for $M_S=1$ and $2,4,6$ for $M_S=0$.

The first derivation also relies on there being two electrons, because $L$ and $S$ must be the quantum numbers of the pair that is exchanged. In $d^4$ the sign under exchange of one pair is governed by the pair's own angular momenta, not by the total $L$ and $S$. The rule fails there: among the terms of $d^4$ are ${}^3D$, ${}^1F$ and ${}^3G$, all with $L+S$ odd.

The second derivation assumes less about the number of electrons. Determinants can be sorted by $M_L$ and $M_S$ for any occupation, although the closed formulas above hold for two. It also covers two holes. A full subshell has $M_L=M_S=0$, so removing two electrons leaves minus the projections of the removed pair. The table of counts is unchanged when both projections change sign. Hence $p^4$ has the terms of $p^2$, and $d^8$ those of $d^2$.

In return, the first derivation yields the states themselves and their symmetry, which counting does not. It also applies when each electron's spin and orbital momentum are first coupled to a half-integer $j$. For two electrons with the same $n$, $l$ and $j$, (\ref{sym}) is the whole exchange sign. Antisymmetry requires $2j-J$ to be odd, and since $2j$ is odd, $J$ must be even.

Neither derivation uses the form of the interaction between the electrons. With electrostatic repulsion alone, $L$ and $S$ are conserved and the terms label energy levels. Spin--orbit coupling can mix terms, so that $L$ and $S$ no longer label the levels sharply. Within the configuration the allowed terms still form a complete basis, and the number of states is unchanged.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coupled states tested for exchange symmetry (count): 103
p2 orbital states, M=0, coefficients for m1 = 1, 0, -1:
  L=0:  0.577350 -0.577350  0.577350   exchange sign +1
  L=1:  0.707107  0.000000 -0.707107   exchange sign -1
  L=2:  0.408248  0.816497  0.408248   exchange sign +1
Two spins, M_S=0, coefficients for (up,down), (down,up):
  S=0:  0.707107 -0.707107   exchange sign -1
  S=1:  0.707107  0.707107   exchange sign +1
d2 top state L=2, M=2, coefficients for m1 = 2, 1, 0:
   0.534522 -0.654654  0.534522
p2: squared norm left after antisymmetrization:
  1S (L+S=0): 1.000000
  3S (L+S=1): 0.000000
  1P (L+S=1): 0.000000
  3P (L+S=2): 1.000000
  1D (L+S=2): 1.000000
  3D (L+S=3): 0.000000
Terms of two equivalent electrons, from diagonalization:
  s2: 1S
      states 1 = 1 + 3 x 0
  p2: 1S 3P 1D
      states 15 = 6 + 3 x 3
  d2: 1S 3P 1D 3F 1G
      states 45 = 15 + 3 x 10
  f2: 1S 3P 1D 3F 1G 3H 1I
      states 91 = 28 + 3 x 21
  g2: 1S 3P 1D 3F 1G 3H 1I 3K 1L
      states 153 = 45 + 3 x 36
p2 determinants, counts for M_L = 2, 1, 0, -1, -2:
  M_S= 1: 0 1 1 1 0
  M_S= 0: 1 2 3 2 1
  M_S=-1: 0 1 1 1 0
np n'p (inequivalent), 36 states: 1S 3S 1P 3P 1D 3D
p4 (two holes), 15 states: 1S 3P 1D
d8 (two holes), 45 states: 1S 3P 1D 3F 1G
d4, 210 states: 1S(x2) 3P(x2) 1D(x2) 3D 5D 1F 3F(x2) 1G(x2) 3G 3H 1I
d4 terms with L+S odd: 3D 1F 3G
\end{verbatim}
